# Transient nucleation lag from the symmetrised Becker-Doering matrix

## The decision and the model

A growth simulation that creates islands at the steady nucleation rate $J_s$ must decide whether that rate may be switched on as soon as the adatom density rises. If the lag is $\theta$, the number of islands formed by a late time $t$ is $J_s(t-\theta)$, not $J_st$. At $t=3\theta$, ignoring the lag overcounts islands by a factor $3/2$. When the observation window or the adatom lifetime is comparable with $\theta$, the cluster populations have to be followed.

Let $n_i$ be the number of clusters of $i$ units per lattice site. Growth is by single units, with attachment rate $f_i$ from $i$ to $i+1$ and detachment rate $g_i$ from $i$ to $i-1$. At $t=0$ the adatom density jumps to $n_1$ and is then held. All larger clusters are initially absent. An island reaching size $N$ is counted and removed, so $n_N=0$. The net flux between neighbouring sizes and the balance for $2\le i\le N-1$ are

$$J_i=f_in_i-g_{i+1}n_{i+1},\qquad \dot n_i=J_{i-1}-J_i .$$

Thus $\dot{\mathbf n}=A\mathbf n+\mathbf b$, where

$$A_{i,i-1}=f_{i-1},\quad A_{ii}=-(f_i+g_i),\quad A_{i,i+1}=g_{i+1},$$

and $\mathbf b$ has the single entry $f_1n_1$, at size 2. Holding $n_1$ makes the equations linear.

Let $c_i$ be the constrained equilibrium population, the one for which every net flux would vanish:

$$f_ic_i=g_{i+1}c_{i+1},\qquad c_1=n_1. \tag{1}$$

For square islands with step energy $\beta$ per cell edge, supersaturation $S$ and $B=\beta/k_BT$, I take

$$c_i=n_1S^{i-1}\exp[-4B(\sqrt i-1)]. \tag{2}$$

This smooth-perimeter energy is a model assumption, examined below. The matrix method needs only positive rates and (1).

## Steady state

Write $n_i=c_iu_i$. Equation (1) turns the flux into $J_i=f_ic_i(u_i-u_{i+1})$. In the steady state all $J_i$ equal $J_s$, so $u_i-u_{i+1}=J_s/(f_ic_i)$. Summing from $i=1$ to $N-1$, with $u_1=1$ and $u_N=0$, gives

$$\frac1{J_s}=\sum_{i=1}^{N-1}\frac1{f_ic_i},\qquad
u_i=J_s\sum_{j=i}^{N-1}\frac1{f_jc_j}. \tag{3}$$

From here on $u_i$ denotes these steady values, and $n_i^s=c_iu_i$.

## Symmetrisation and modes

Let $C=\mathrm{diag}(c_2,\ldots,c_{N-1})$ and $H=C^{-1/2}AC^{1/2}$. The diagonal is unchanged. The lower off-diagonal element is

$$H_{i+1,i}=f_i\sqrt{\frac{c_i}{c_{i+1}}}
=f_i\sqrt{\frac{g_{i+1}}{f_i}}=\sqrt{f_ig_{i+1}},$$

and the upper one, $g_{i+1}\sqrt{c_{i+1}/c_i}$, has the same value. The matrix can therefore be assembled from the rates alone, without forming very large or small $c_i$.

To see that every mode decays, take a vector $x$, set $y_i=x_i/\sqrt{c_i}$ and $y_1=y_N=0$. Then $x^THx=\sum_i y_i(AC\,y)_i$, and by (1)

$$(AC\,y)_i=f_{i-1}c_{i-1}(y_{i-1}-y_i)-f_ic_i(y_i-y_{i+1}).$$

Collecting the two terms that contain each link between sizes $i$ and $i+1$ gives

$$x^THx=-\sum_{i=1}^{N-1}f_ic_i(y_i-y_{i+1})^2 .$$

This vanishes only if all $y_i$ are equal, hence zero. The eigenvalues are thus $-\lambda_k$ with $\lambda_k>0$. They are distinct, because the off-diagonal elements are nonzero: the first component of an eigenvector then fixes all the others, so no eigenvalue can have two independent eigenvectors.

With orthonormal eigenvectors $q_k$, expand $C^{-1/2}\mathbf n=\sum_k\alpha_kq_k$. Projection of the rate equation gives

$$\dot\alpha_k=-\lambda_k\alpha_k+\frac{f_1n_1}{\sqrt{c_2}}q_k(2),\qquad \alpha_k(0)=0,$$

and therefore

$$n_i(t)=\sqrt{c_i}\sum_kq_k(i)\,q_k(2)\,
\frac{f_1n_1}{\sqrt{c_2}}\,\frac{1-e^{-\lambda_kt}}{\lambda_k}. \tag{4}$$

The exit flux is $J(t)=f_{N-1}n_{N-1}(t)$. Dividing by its late-time value $J_s$,

$$\frac{J(t)}{J_s}=1-\sum_ka_ke^{-\lambda_kt},\qquad
a_k=\frac{f_{N-1}\sqrt{c_{N-1}}\,q_k(N-1)q_k(2)f_1n_1}
{\sqrt{c_2}\,\lambda_kJ_s}. \tag{5}$$

Since $J(0)=0$, the amplitudes sum to one.

## Amplitudes and lag from eigenvalues alone

The Laplace transform of the rate equation is $(s-A)\tilde{\mathbf n}=\mathbf b/s$. The exit flux needs the element of $(s-A)^{-1}$ in the last row and first column. Let $M=N-2$ be the matrix dimension. The required cofactor is found by deleting the first row and last column of $s-A$. What remains is upper triangular, with diagonal $-f_2,\ldots,-f_{N-2}$. Its determinant has sign $(-1)^{M-1}$ and the cofactor sign is $(-1)^{M+1}$, so the product is positive. Since $\det(s-A)=\prod_k(s+\lambda_k)$,

$$\tilde J(s)=\frac{n_1\prod_{i=1}^{N-1}f_i}{s\prod_k(s+\lambda_k)}.$$

The residue at $s=0$ is the steady flux, $J_s=n_1\prod_if_i/\prod_k\lambda_k$. Hence

$$\frac{\tilde J(s)}{J_s}=\frac1s\prod_k\frac{\lambda_k}{s+\lambda_k}. \tag{6}$$

The residue at $s=-\lambda_k$ is $-a_k$, with

$$a_k=\prod_{j\ne k}\frac{\lambda_j}{\lambda_j-\lambda_k}. \tag{7}$$

For rates in ascending order, $a_k$ contains $k-1$ negative factors, so the signs alternate and $a_1>1$.

The number of exits has transform $\tilde J/s$. Expanding the product in (6) at small $s$ gives

$$\frac{\tilde J(s)}s=\frac{J_s}{s^2}\left(1-s\sum_k\frac1{\lambda_k}+\cdots\right).$$

The double pole produces $J_s(t-\theta)$ and the other poles decay, so

$$\theta=\sum_k\frac1{\lambda_k}. \tag{8}$$

Equation (6) also says that $J(t)/J_s$ is the cumulative distribution of a sum of independent exponential waiting times with means $1/\lambda_k$. The flux therefore rises monotonically. These waiting times belong to collective modes, not to individual cluster sizes.

## A second route to the lag

A formula without eigenvalues guards against a wrongly built matrix. Define the accumulated deficit $w_i=\int_0^\infty(n_i^s-n_i)\,dt$. The deficit obeys $d(\mathbf n^s-\mathbf n)/dt=A(\mathbf n^s-\mathbf n)$. Integration from the empty start gives $A\mathbf w=-\mathbf n^s$.

Let $p_i=1-u_i$, so $p_1=0$ and $p_N=1$. By (3) and (1),

$$f_i(p_{i+1}-p_i)=\frac{J_s}{c_i},\qquad
g_i(p_i-p_{i-1})=\frac{g_iJ_s}{f_{i-1}c_{i-1}}=\frac{J_s}{c_i}.$$

The two are equal, so $p_i$ is the probability that a cluster of size $i$ reaches $N$ before it shrinks to an adatom. In $p^TA$ all interior entries cancel. At $i=N-1$ the term $f_{N-1}p_N$ is absent from $A$, which leaves $-f_{N-1}$. Multiplying $A\mathbf w=-\mathbf n^s$ by $p^T$ gives

$$f_{N-1}w_{N-1}=\sum_{i=2}^{N-1}p_in_i^s .$$

The left side is $\int_0^\infty(J_s-J)\,dt=J_s\theta$. Consequently

$$\theta=\frac1{J_s}\sum_{i=2}^{N-1}c_iu_i(1-u_i). \tag{9}$$

The lag is the time needed to supply the part of the steady population that is destined to leave at $N$.

## Two limits

For a large critical nucleus, treat size as continuous. Setting the derivative of $\ln c_i$ from (2) to zero gives $i_*=(2B/\ln S)^2$. The second derivative there is $\kappa=Bi_*^{-3/2}$, so near the barrier top $c\simeq c_*e^{\kappa x^2/2}$ with $x=i-i_*$. With $f$ taken constant at $f_*$, the flux is $-f_*c\,\partial_x(n/c)$ and

$$\partial_tn=f_*\partial_x(\partial_xn-\kappa xn).$$

A deviation constant in $x$ decays at rate $f_*\kappa$. Its symmetrised form, $n/\sqrt c\propto e^{-\kappa x^2/4}$, is localised and has no node, so it is the slowest mode and $\lambda_1\to f_*\kappa$. For $\ln S=1$, the computed ratio $\lambda_1/(f_*\kappa)$ is 0.973 at $i_*=100$ and 0.995 at $i_*=400$.

In the opposite limit, detachment vanishes. The matrix $A$ is then lower triangular, its decay rates are the $f_i$, and $\theta=\sum_{i=2}^{N-1}1/f_i$. Symmetrisation is unavailable at the limit itself, because (1) has no finite solution for $c_i$, but the triangular matrix needs none.

## Implementation

```
input n1, N, f[1..N-1], c[1..N]
g[i+1] = f[i]*c[i]/c[i+1]       (use differences of log c)
diag[i] = f[i]+g[i]             i = 2..N-1
off[i]  = -sqrt(f[i]*g[i+1])    i = 2..N-2
lambda, q = eigensystem(diag, off)
lag = sum(1/lambda)
Js, u from the resistance sums (3)
lag2 = sum(c*u*(1-u))/Js        i = 2..N-1
require lag and lag2 to agree
a[k] = product over j != k of lambda[j]/(lambda[j]-lambda[k])
J(t) = Js*(1-sum(a*exp(-lambda*t)))
populations from (4), using expm1 for 1-exp(-lambda*t)
```

The matrix passed to the solver is $-H$, so it returns positive rates. The sums (3) and (9) take $O(N)$ operations when $u$ is accumulated from the large-size end. All the products (7) take $O(M^2)$. Each later flux evaluation costs $O(M)$ and each full population vector $O(M^2)$. Eigenvectors are needed for the populations, but not for the lag or the flux.

Direct integration of the populations is the independent check. The system is stiff: in the example below the fastest rate is $1.95\times10^4\ \mathrm{s^{-1}}$ and the slowest is $72\ \mathrm{s^{-1}}$. Explicit Euler integration requires a step below $2/\lambda_{\max}$, about 0.10 ms, however smooth the late solution is. An implicit method removes that restriction.

## Worked example

The example is one laser pulse onto a square-lattice terrace at 1000 K. The inputs are $a=0.39$ nm, $\beta=0.30$ eV, $D=4000\ \mathrm{nm^2/s}$, $n_1=0.02$ and $S=9$. Thus $B=3.481$, $\ln S=2.197$ and

$$i_*=(2\times3.481/2.197)^2\simeq10.0 .$$

Attachment combines two resistances in series. Diffusion from an outer radius $R=25$ nm to an island of radius $r_i=a\sqrt{i/\pi}$ contributes $\ln(R/r_i)/(2\pi)$. Hops across the $4\sqrt i$ edge sites, each at rate $D/a^2$ per adatom, contribute $1/(4\sqrt i)$. Thus

$$f_i=\frac{D}{a^2}n_1\sigma_i,\qquad
\frac1{\sigma_i}=\frac{\ln(R/r_i)}{2\pi}+\frac1{4\sqrt i}.$$

For $i=10$ the resistances are 0.570 and 0.079, so $\sigma_{10}=1.54$. With $D/a^2=2.63\times10^4\ \mathrm{s^{-1}}$ this gives $f_{10}=810\ \mathrm{s^{-1}}$. For two adatoms the relative diffusivity doubles, but counting identical pairs halves the rate, so $f_1$ keeps the same form.

With $N=30$ there are 28 modes. The steady flux is $6.97\times10^{-5}$ per site per second, or $4.6\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}$. The mode sum (8), the double sum (9) and implicit integration of the original populations each give $\theta=49.05$ ms. At six times up to $15\theta$, the populations from (4) and from the integration differ by at most $3.3\times10^{-10}$ of their steady values.

The flux reaches 3.5% of $J_s$ at $\theta/2$, 57% at $\theta$ and 98% at $2\theta$. The slowest mode has $1/\lambda_1=13.9$ ms and supplies 28% of the lag; the slowest four supply 63%. One relaxation time is therefore a poor substitute for $\theta$. The slowest mode does describe the final approach: at $3\theta$, $a_1e^{-\lambda_1t}=20.67\,e^{-10.59}=5.2\times10^{-4}$, which accounts for the computed $J/J_s=0.99948$.

The barrier-top estimate is less accurate for this small nucleus. Here $\kappa=3.481/10.04^{3/2}=0.109$ and $f_*\kappa\simeq89\ \mathrm{s^{-1}}$, whereas $\lambda_1=72\ \mathrm{s^{-1}}$, a ratio of 0.81.

## Failure modes

**Counting size.** Raising $N$ from 30 to 45 and 60 raises the lag from 49 to 72 and 91 ms, while $J_s$ changes by less than one part in $10^5$. The lag includes growth beyond the nucleus, so a value of $\theta$ must be quoted with its $N$. A simulation that inserts islands at size 30 should use the lag for size 30.

**Cancellation.** At large $s$, (6) tends to $\prod_k\lambda_k/s^{M+1}$, so at early times

$$J(t)/J_s\simeq\Big(\prod_k\lambda_k\Big)\frac{t^M}{M!}.$$

This form needs $t\ll(M+1)/\sum_k\lambda_k$; for $N=30$ the exact flux is 0.79 of it at 0.1 ms and 0.11 at 1 ms. Large alternating amplitudes must cancel to produce this slow start. The sum $\sum_k|a_k|$ is $1.4\times10^4$, $3.7\times10^7$ and $3.8\times10^{11}$ for $N=30$, 45 and 60. Multiplied by the double-precision spacing $2.2\times10^{-16}$, the last gives a possible rounding error near $8\times10^{-5}$ in $J/J_s$ at the earliest times. The error becomes much smaller once the modes with large amplitudes have decayed. Neither amplitude formula removes it. At $N=60$ the product form misses $\sum_ka_k=1$ by $4.6\times10^{-5}$; the eigenvector form happens to print zero error, which is below what such a sum can resolve. Early fluxes at large $N$ should come from direct integration or higher precision. The lag (8) has only positive terms and does not suffer this cancellation.

**Changing adatom density.** By (2), with temperature fixed and $S\propto n_1$, $c_i\propto n_1^i$. Since $f_i\propto n_1$, the flux through the barrier varies roughly as $n_1^{i_*+1}$, here the eleventh power. By (3) the exact local exponent is the mean of $i+1$ weighted by $1/(f_ic_i)$, which is 11.6 at the starting density and 12.3 at 93% of it. A nonlinear integration in which clusters consume adatoms leaves 93% of them at $3\theta$. Most of this fall is the rapid formation of dimers: 94% are left after only $0.01\theta$. At that final density the steady rate from (3) is 0.42 of its starting value; the eleventh-power estimate gives $0.93^{11}\simeq0.45$. The number of islands depends on the whole history of the density, not only on its final value, so this factor is only a guide. The computed number of islands with at least 30 units is 0.44 of that at held density. Adding loss to terrace steps, modelled as a uniform first-order loss, lowers the ratio to 0.34. At this time depletion matters more than the factor $3/2$ from ignoring the lag.

**Island shape.** The smooth perimeter $4\sqrt i$ can be replaced by the smallest lattice perimeter, $2\lceil2\sqrt i\rceil$, with all other inputs and $N=30$ fixed. The lag then grows 15.4-fold, to about 0.76 s, and $J_s$ falls to 0.018 of its former value. The first unit of a new row on a complete square or near-square rectangle (sizes 4, 6, 9, 12, 16, 20, 25) adds two edges and costs $2B-\ln S=4.77$ in units of $k_BT$. That unit usually detaches before the row grows, so even supercritical islands wait at complete rectangles. In the sum (9), sizes 16, 20 and 25 alone supply 58% of the longer lag. The lattice calculation counts one shape per size. A $3\times3$ square offers 12 edge positions for a tenth unit, and this multiplicity, left out here, would ease the step from 9 to 10. The lattice figure is therefore a measure of sensitivity, not a corrected prediction.

## Beside a real deposition process

The inputs are rough values in the regime of pulsed laser deposition of SrTiO$_3$(001), with one formula-unit block treated as an adatom. A coverage of 0.02 per pulse corresponds to 50 pulses per layer, an ordinary order of magnitude. Diffusivity and step energy are much less certain. The supersaturation and step energy are also chosen independently. In a nearest-neighbour lattice gas the step energy would fix the equilibrium adatom density at $e^{-4B}\simeq9\times10^{-7}$, far below the $n_1/S=2.2\times10^{-3}$ used here; $S$ would then be about $2\times10^4$ and the nucleation barrier would vanish. The example therefore illustrates the method and does not predict the lag of this material. At fixed $R$, $S$, $B$ and $n_1$, every rate is proportional to $D$, so a tenfold error in $D$ changes the lag tenfold. The assumed 10 µs pulse is $2\times10^{-4}$ of the lag, which supports a sudden start. For a 300 nm terrace the loss time to steps, $L^2/(\pi^2D)$, is 2.28 s, or 46 lags with smooth islands but only about 3 with the lattice perimeter. Adatoms diffuse 28 nm during the lag, close to the chosen $R$; doubling $R$ lengthens the lag by 18%, and reducing it to 10 nm shortens the lag to 37 ms. The steady diffusion field behind $\sigma_i$ is itself an approximation here, because it takes about $R^2/4D\simeq39$ ms to form. An island of ten units with the same edge resistance, placed in a uniform adatom density, would have $\sigma=2.1$ after 5 ms and 1.6 after 49 ms, compared with the steady value 1.54. Real pulses break the held-density assumption, which in this model cuts the island count at $3\theta$ to about a third. Desorption, separate cation species and cluster motion are omitted; the steady clusters number 3% of the adatoms.

If the adatom density were held for one step-loss time, using the steady rate from the start would give a lag error of about 2% of $J_st$ in the smooth model and about 33% with the lattice perimeter. After a pulse the density is not held, and the useful window is shorter. In the smooth model a 6% fall in $n_1$ roughly halves the nucleation rate: $0.94^{11}\simeq0.51$, and (3) gives 0.48. If step loss is treated as a uniform first-order loss towards the equilibrium density $n_1/S$, it alone produces this fall when $(1-1/9)(1-e^{-t/\tau})=0.06$, with $\tau=2.28$ s, which gives $t\simeq0.16$ s, or about three lags. On a real terrace the loss begins beside the steps. The diffusion equation with both edges held at $n_1/S$ gives a 6% fall at the centre only after 0.62 s, but the terrace average of the eleventh power of the density halves after about 0.20 s, or four lags. A short window does not by itself make the final island count wrong, because clusters already growing can still arrive later. Integrating the smooth chain with $N=30$ and uniform step loss alone gives, at $3\theta$, about 0.70 of the islands predicted by the time integral of the instantaneous steady rate. Once nucleation has ended the ratio is about 0.97. With this adatom lifetime of 46 lags, the lag mainly delays the islands, so the populations should be followed with the falling adatom density when early counts are needed. A shorter lifetime changes the final count too: the last ratio drops to 0.85 for a lifetime of ten lags and to 0.03 for one lag.

## Numbers as computed

```
temperature 1000 K, kT 0.08617 eV
cell 0.39 nm, step energy 0.30 eV per edge
diffusivity 4000 nm^2/s, D/cell^2 2.6298e+04 1/s
free coverage 0.02 per site, supersaturation 9
diffusion field radius 25 nm, terrace 300 nm
step energy/kT 3.4814, ln supersaturation 2.1972
critical size, continuous 10.04 units
size of smallest c_i 10, -ln(c_min/n1) 10.336
counting size N 30, number of modes 28
f at size 10: 810.33 1/s, g at size 10: 846.14 1/s
steady flux 6.9653e-05 per site per s = 4.579e+10 cm^-2 s^-1
slowest four decay rates (1/s): 71.977 125.577 184.021 260.193
fastest decay rate 19493.1 1/s
first four flux amplitudes: 20.6674 -97.0555 218.8628 -343.9675
lag, sum of 1/lambda 49.049804 ms
lag, double sum 49.049804 ms
lag, time integration 49.049804 ms
slowest relaxation time 13.8934 ms
share of lag from slowest mode 0.2833
share of lag from slowest four 0.6347
t/lag 0.5: J/J_s modes 0.034779, direct 0.034779
t/lag 1.0: J/J_s modes 0.574375, direct 0.574375
t/lag 1.5: J/J_s modes 0.905530, direct 0.905530
t/lag 2.0: J/J_s modes 0.982697, direct 0.982697
t/lag 3.0: J/J_s modes 0.999481, direct 0.999481
largest population error / steady value 3.3e-10
largest error of J/J_s 3.3e-10
largest relative eigenvalue difference 2.1e-14
slowest rate / barrier-top limit, example 0.8113
same ratio, critical size 100: 0.9734, 400: 0.9947
N 30: lag 49.050 ms, J_s 6.96528e-05 per site per s
  sum|a| 1.436e+04, error of sum a: vectors 1.6e-12, product 2.0e-12
N 45: lag 71.685 ms, J_s 6.96527e-05 per site per s
  sum|a| 3.667e+07, error of sum a: vectors 9.3e-10, product 2.2e-16
N 60: lag 90.877 ms, J_s 6.96527e-05 per site per s
  sum|a| 3.754e+11, error of sum a: vectors 0.0e+00, product 4.6e-05
distance diffused in lag 28.01 nm
lag ratio, field radius doubled 1.1846
lattice perimeter: lag ratio 15.3980, J_s ratio 0.0178
pulse 10 us, pulse/lag 2.04e-04
adatom loss time to steps 2.280 s, over lag 46.48
steady clusters per adatom 0.0324
units in steady clusters per adatom 0.0736
islands of size >= N at 3 lags, n_1 held 6.755e-06 per site
  ratio with depletion by clusters 0.4389
  ratio with depletion and step loss 0.3447
adatoms left at 3 lags: depletion 0.9293, with step loss 0.8861 of n_1
```
